# Conducting area of a copper line from its resistance slope

## Problem

A copper interconnect of length $L=100\ \mu\mathrm{m}$ is measured near 300 K with four terminals, so that leads and contacts do not enter its resistance $R$. The resistance rises with temperature at the rate $dR/dT=3.4\ \Omega/\mathrm{K}$. The resistivity of bulk copper rises at $d\rho_b/dT=6.8\times10^{-11}\ \Omega\,\mathrm{m/K}$.

(a) Assuming Matthiessen's rule, find the conducting area $A$.

(b) The resistance at 300 K is $2000\ \Omega$, a chosen round value. Find the resistivity of the line and its residual part. What area would follow from $R$ and the bulk resistivity, roughly $1.7\times10^{-8}\ \Omega\,\mathrm{m}$?

(c) If the cross-section varies along the line, which average area does the method return?

(d) The line is about as narrow as the mean free path of the electrons. Estimate the error of Matthiessen's rule for a section of 40 nm by 50 nm.

(e) Estimate the effects of thermal expansion, a conducting liner, the choice of bulk slope, and self-heating.

SI and engineering units are used throughout.

## Solution

### (a) The area

Electrons in the line are scattered by lattice vibrations, at a rate $1/\tau_b(T)$, and by impurities, grain boundaries and surfaces, at a rate $1/\tau_r$. If the two act independently and each rate is the same for all electrons that carry current, the rates add. With electron density $n$, mass $m$ and charge $-e$,

$$\rho=\frac{m}{ne^2\tau}=\frac{m}{ne^2}\left(\frac1{\tau_b}+\frac1{\tau_r}\right)=\rho_b(T)+\rho_r .$$

This is Matthiessen's rule. Here $\rho_r$ is taken to be independent of temperature, and $\rho_b$ is the resistivity of pure bulk copper. For a uniform line whose dimensions are held fixed,

$$R(T)=\frac{L}{A}\,[\rho_b(T)+\rho_r].$$

One value of $R$ cannot give $A$, because $\rho_r$ is unknown. Differentiation removes it:

$$\frac{dR}{dT}=\frac LA\frac{d\rho_b}{dT}
\quad\Longrightarrow\quad
A=L\,\frac{d\rho_b/dT}{dR/dT}.$$

The numbers give

$$A=\frac{(1.00\times10^{-4}\ \mathrm m)(6.8\times10^{-11}\ \Omega\,\mathrm{m/K})}{3.4\ \Omega/\mathrm K}
=2.0\times10^{-15}\ \mathrm{m^2}.$$

Since $1\ \mathrm{nm^2}=10^{-18}\ \mathrm{m^2}$, the area is $A=2000\ \mathrm{nm^2}$.

A wider line has a smaller $dR/dT$, as the inverse proportion requires. Small relative errors enter linearly:

$$\frac{\delta A}{A}=\frac{\delta L}{L}+\frac{\delta(d\rho_b/dT)}{d\rho_b/dT}-\frac{\delta(dR/dT)}{dR/dT}.$$

A bulk slope that is 1% too large therefore makes the area 1% too large.

### (b) The resistivity of the line

With the area known, the resistance gives

$$\rho=\frac{RA}{L}=\frac{(2000\ \Omega)(2.0\times10^{-15}\ \mathrm{m^2})}{1.00\times10^{-4}\ \mathrm m}=4.0\times10^{-8}\ \Omega\,\mathrm m .$$

The residual part is $\rho_r=(4.0-1.7)\times10^{-8}=2.3\times10^{-8}\ \Omega\,\mathrm m$, more than half of the total. If the line were assigned the bulk resistivity, its area would come out as

$$\frac{\rho_bL}{R}=\frac{(1.7\times10^{-8})(1.00\times10^{-4})}{2000}\ \mathrm{m^2}=850\ \mathrm{nm^2},$$

which is less than half of the area found in (a).

The same extra scattering lowers the relative temperature coefficient. For the line it is $3.4/2000=1.7\times10^{-3}\ \mathrm{K^{-1}}$, and for the bulk it is $6.8\times10^{-11}/1.7\times10^{-8}=4.0\times10^{-3}\ \mathrm{K^{-1}}$. Under Matthiessen's rule the absolute slopes of the two resistivities agree, while the relative slopes differ by the factor $\rho_b/\rho$.

### (c) A line of varying section

Let the section vary slowly enough that the current is nearly uniform across it. Slices in series add their resistances:

$$R=\int_0^L\frac{\rho_b(T)+\rho_r(x)}{A(x)}\,dx,
\qquad
\frac{dR}{dT}=\frac{d\rho_b}{dT}\int_0^L\frac{dx}{A(x)} .$$

The residual resistivity drops out even if it changes along the line. Inserting this slope in the formula of part (a) gives

$$A_{\rm found}=\frac{L}{\int_0^L dx/A(x)},$$

the harmonic mean of the area. Narrow places count more than wide ones.

As an example, take $A(x)=A_0(1+\epsilon\sin\varphi)$ with $A_0=2000\ \mathrm{nm^2}$, $\epsilon=0.2$, and $\varphi$ running through whole periods. Odd powers of the sine average to zero, $\sin^2\varphi$ averages to $1/2$ and $\sin^4\varphi$ to $3/8$. Hence

$$\left\langle\frac1{1+\epsilon\sin\varphi}\right\rangle=1+\frac{\epsilon^2}{2}+\frac{3\epsilon^4}{8}+\dots\approx1.0206,$$

and $A_{\rm found}\approx2000/1.0206\approx1960\ \mathrm{nm^2}$. A sum over 2000 slices, with a residual resistivity that is larger where the line is narrower, also gives $1960\ \mathrm{nm^2}$. Doubling the residual part leaves the extracted area unchanged.

### (d) How far Matthiessen's rule can be trusted

**The slope factor.** Part (a) assumed one scattering rate for all electrons. In a narrow line, an electron moving towards a wall loses its drift sooner than one moving along the axis. To allow for this, define

$$s=\frac{d\rho}{d\rho_b},\qquad
\frac{dR}{dT}=\frac LA\,s\,\frac{d\rho_b}{dT},\qquad
A=s\,L\,\frac{d\rho_b/dT}{dR/dT}.$$

Matthiessen's rule is the case $s=1$.

**Conductivity of the wire.** Take free electrons with Fermi speed $v$ and a field $E$ along the wire. An electron moving at angle $\theta$ to the axis, accelerated for a time $t$ since its last collision, has gained the energy $-eEv\cos\theta\,t$. Multiplying by the density of states at the Fermi energy, $g=3n/(mv^2)$, gives the excess of electrons with that direction. Each carries the current $-ev\cos\theta$, so the two minus signs cancel:

$$\sigma=e^2gv^2\langle\cos^2\theta\;t\rangle=\frac{3ne^2}{m}\langle\cos^2\theta\;t\rangle .$$

The average runs over directions and over points of the section. For $t=\tau$ everywhere, $\langle\cos^2\theta\rangle=1/3$ returns the bulk value $ne^2\tau/m$.

Let the walls be fully diffuse, so that an electron leaves a wall without drift. If the path back to the wall has length $d$ and the free path inside the metal is $\Lambda$, the mean time of acceleration is

$$t=\int_0^{d/v}e^{-vt'/\Lambda}dt'=\frac{\Lambda}{v}\left(1-e^{-d/\Lambda}\right).$$

For grain boundaries we use the Mayadas–Shatzkes model, with boundaries perpendicular to the axis. An electron meets them at a rate proportional to $|\cos\theta|$. A weak, thin barrier reflects with a probability proportional to $1/\cos^2\theta$. For such barriers the scattering rate is thus proportional to $1/|\cos\theta|$. For a stronger thin barrier it is the ratio of reflection to transmission that varies as $1/\cos^2\theta$, so the same law holds as long as an electron meets many boundaries between bulk collisions. The model keeps this law for all directions:

$$\frac1\Lambda=\frac1\ell\left(1+\frac{\alpha}{|\cos\theta|}\right),\qquad
\alpha=\frac{\ell}{D}\,\frac{r}{1-r},$$

where $\ell$ is the bulk mean free path, $D$ the grain size and $r$ the reflection parameter of the model. Dividing by the bulk conductivity $\sigma_b=ne^2\ell/(mv)$ gives

$$F\equiv\frac{\sigma}{\sigma_b}=3\left\langle\frac{\cos^2\theta}{1+\alpha/|\cos\theta|}\left(1-e^{-d/\Lambda}\right)\right\rangle,\qquad \rho=\frac{\rho_b}{F}.$$

When the temperature changes, $\ell$ changes, but the product $\rho_b\ell=mv/(ne^2)$ does not. Hence $\ell$ and $\alpha$ both vary as $1/\rho_b$.

**Walls alone, thick wire.** Let the sides be $a$ and $b$, and let $n_x,n_y,n_z$ be the magnitudes of the direction components, with $z$ along the wire. For starting points spread evenly over the section, the probability that the path to the wall exceeds $u$ is $(1-un_x/a)(1-un_y/b)$ until one factor reaches zero. Writing $1-e^{-d/\ell}=\int_0^d e^{-u/\ell}du/\ell$ and averaging over points, we may extend the integral to infinity when $\ell\ll a,b$:

$$\int_0^\infty\frac{du}{\ell}e^{-u/\ell}\left(1-\frac{un_x}{a}\right)\left(1-\frac{un_y}{b}\right)
=1-\ell\left(\frac{n_x}{a}+\frac{n_y}{b}\right)+\frac{2\ell^2n_xn_y}{ab}.$$

The direction averages are $\langle n_z^2n_x\rangle=\langle n_z^2n_y\rangle=1/8$ and $\langle n_z^2n_xn_y\rangle=2/(15\pi)$. Therefore

$$F\approx1-w+c,\qquad w=\frac{3\ell}{8}\left(\frac1a+\frac1b\right),\qquad c=\frac{4\ell^2}{5\pi ab}.$$

Inverting to second order gives $\rho\approx\rho_b(1+w+w^2-c)$. The term $\rho_bw$ contains only the fixed product $\rho_b\ell$, so it is independent of temperature: to first order in $\ell/a$ and $\ell/b$, Matthiessen's rule holds. The second-order term varies as $1/\rho_b$, and its derivative gives

$$s\approx1-(w^2-c).$$

Since $(1/a+1/b)^2\ge4/(ab)$, we have $w^2\ge(9/16)\,\ell^2/(ab)$, which exceeds $c\approx0.25\,\ell^2/(ab)$. In a thick wire, diffuse walls thus make the slope smaller than in the bulk.

**Grain boundaries alone.** With $u=|\cos\theta|$ and no walls,

$$F=3\int_0^1\frac{u^3}{u+\alpha}\,du
=3\left[\frac13-\frac\alpha2+\alpha^2-\alpha^3\ln\left(1+\frac1\alpha\right)\right],$$

because $u^3/(u+\alpha)=u^2-\alpha u+\alpha^2-\alpha^3/(u+\alpha)$. For small $\alpha$, $F\approx1-\frac32\alpha+3\alpha^2$, so $\rho\approx\rho_b(1+\frac32\alpha-\frac34\alpha^2)$. Again the first correction is constant in temperature, and the second gives $s\approx1+\frac34\alpha^2$. For large $\alpha$, expanding the logarithm gives $F\approx\frac{3}{4\alpha}\left(1-\frac{4}{5\alpha}\right)$. Then $\rho\approx\frac43\alpha\rho_b+\frac{16}{15}\rho_b$, with $\alpha\rho_b$ constant, so $s\to16/15$. In both limits grain boundaries raise the slope.

**The 40 nm by 50 nm line.** A rough electron density of $8.5\times10^{28}\ \mathrm{m^{-3}}$ gives $\rho_b\ell=6.57\times10^{-16}\ \Omega\,\mathrm{m^2}$ and $\ell=38.7$ nm. With $D=40$ nm and a rough $r=0.3$,

$$\alpha=\frac{38.7}{40}\times\frac{0.3}{0.7}\approx0.41 .$$

Since $\ell$ is close to the width, the thick-wire series is not accurate here. It would give $w\approx0.65$, $c\approx0.19$ and $s\approx0.76$ for walls alone, whereas the full average gives 0.947. The sign is right but the size is not. Most of the error comes from cutting off the inversion at second order: $F\approx1-w+c=0.54$ is within about 3% of the full value, and differentiating $\rho_b/F$ with this $F$ gives $s\approx0.92$. In a much thinner wire, a quarter of this size or less, diffuse walls raise the slope instead. The full averages are:

- walls alone: $s=0.947$;
- grain boundaries alone: $s=1.015$;
- both together: $s=0.983$.

With both mechanisms $F=0.431$. As a test, a direct sum over starting points and directions agrees with the average in which the points are integrated analytically (0.4315 against 0.4314). The model resistivity is $1.7\times10^{-8}/0.431\approx3.9\times10^{-8}\ \Omega\,\mathrm m$, so the resistance chosen in (b) suits such a line.

Because $s$ depends on the section, $A=s(A)\times2000\ \mathrm{nm^2}$ must be solved for $A$. Keeping the ratio of the sides fixed and the grain size equal to the width gives $1965\ \mathrm{nm^2}$, a change of $-1.7\%$. The change is this small partly because the two mechanisms pull $s$ in opposite directions. With diffuse walls alone it would be about $-5\%$. In this model a larger reflection parameter raises $s$, to about 1.01 at $r=0.5$, so even the sign of the correction depends on the grain boundaries. This upward pull relies on the $1/|\cos\theta|$ law, which overstates the scattering of electrons moving nearly parallel to a boundary when $D$ is comparable with $\ell$, as here, because such electrons seldom reach a boundary between bulk collisions. If the reflection levels off for them, the pull is weaker and the correction can come close to that for diffuse walls alone. The residual resistivity exceeds the bulk value, yet the slope stays within a few per cent of the bulk slope in this model.

### (e) Smaller effects and the bulk slope

**Thermal expansion.** Let the length expand with coefficient $a_L$ and each transverse dimension with $a_t$. Then $L/A$ changes at the relative rate $g=a_L-2a_t$, and

$$\frac{dR}{dT}=\frac LA\left(\frac{d\rho}{dT}+g\rho\right).$$

For a free line with the rough value $a_L=a_t=1.7\times10^{-5}\ \mathrm{K^{-1}}$, $g=-1.7\times10^{-5}\ \mathrm{K^{-1}}$. The relative change of the slope is

$$\frac{g\rho}{d\rho/dT}=-\frac{(1.7\times10^{-5})(4.0\times10^{-8})}{6.8\times10^{-11}}=-1.0\%.$$

This holds $\rho_r$ fixed while the line expands. If $\rho_r$ comes from walls and grain boundaries as in part (d), it scales as $\rho_b\ell\propto n^{-2/3}$ divided by a size of the line, so it grows in proportion to the linear dimensions and $\rho_rL/A$ does not change. Only $\rho_b$ then enters, and the change is $-(1.7\times10^{-5})(1.7\times10^{-8})/(6.8\times10^{-11})\approx-0.4\%$.

If the length instead follows a silicon substrate, $a_L=2.6\times10^{-6}\ \mathrm{K^{-1}}$. The copper is then held back along its length and, if its sides are free, expands more across it. With Poisson ratio 0.34,

$$a_t=1.7\times10^{-5}+0.34\,(1.7-0.26)\times10^{-5}\approx2.19\times10^{-5}\ \mathrm{K^{-1}}.$$

Now $g\approx-4.1\times10^{-5}\ \mathrm{K^{-1}}$ and the change is $-2.4\%$ with $\rho_r$ fixed, or about $-1.9\%$ if $\rho_r$ follows the dimensions and the electron density as in part (d). The area of part (a) must be lowered by the same percentage. This estimate takes the sides as free, whereas a real interconnect is embedded in dielectric. If the sides were held to the same small expansion as the length, $g$ would be only $-2.6\times10^{-6}\ \mathrm{K^{-1}}$ and the change $-0.15\%$. The effect of strain on the resistivity is left out in both cases and need not be small.

**Liner.** A liner in parallel, of constant resistance $R_\ell$, gives $R_{\rm tot}=RR_\ell/(R+R_\ell)$. With $f=R/R_\ell$,

$$\frac{dR_{\rm tot}}{dT}=\frac{R_\ell^2}{(R+R_\ell)^2}\frac{dR}{dT}=\frac{1}{(1+f)^2}\frac{dR}{dT}.$$

A 2 nm liner on the bottom and two 50 nm sides has an area of $2(40+100)=280\ \mathrm{nm^2}$. With a rough resistivity of $2\times10^{-6}\ \Omega\,\mathrm m$, $f=0.28\%$, and the slope falls by $0.56\%$. With so resistive a liner, the method measures nearly the copper area alone, not the area of the trench. A liner of $2\times10^{-7}\ \Omega\,\mathrm m$ would give $f=2.8\%$ and lower the slope by about 5%, if its own resistance stayed constant. A well-conducting metal liner must therefore be included in the analysis.

**Bulk slope.** The Bloch–Grüneisen formula describes scattering by Debye phonons. With $y=\Theta/T$, where $\Theta$ is the Debye temperature,

$$\rho_b\propto y^{-5}\int_0^y\frac{x^5\,dx}{(e^x-1)(1-e^{-x})}.$$

For small $x$ the integrand is $x^3(1-x^2/12+\dots)$, so $\rho_b\propto T[1-\Theta^2/(18T^2)]$ and its slope varies as $1+\Theta^2/(18T^2)$. In this formula, above about $\Theta/3$, the slope falls slowly towards a constant on heating. Real copper need not follow that trend, because the formula leaves out thermal expansion and the softening of the lattice vibrations that comes with it. For a rough $\Theta=330$ K and $\rho_b$ fixed at 300 K, the full formula gives $6.54\times10^{-11}$ at 250 K, $6.41\times10^{-11}$ at 300 K and $6.27\times10^{-11}\ \Omega\,\mathrm{m/K}$ at 400 K. Using the 300 K value instead of the given slope would change the area to

$$2000\times\frac{6.41}{6.8}\approx1890\ \mathrm{nm^2}.$$

This difference of about 6% is as large as the largest corrections estimated above for this line. Tabulated resistivities of pure copper near 300 K give a slope close to the given one, so the difference lies mainly in the formula. It is a difference between a simple phonon model with rough inputs and the given slope, not a measured error. It shows that the bulk slope has to be known to the accuracy wanted for the area, over the temperature range of the measurement.

**Self-heating.** A current of $10\ \mu\mathrm A$ dissipates $I^2R=2\times10^{-7}$ W. Treat the line as a cylinder of radius $r_0=\sqrt{A/\pi}\approx25$ nm in oxide, at height $h=500$ nm above cold silicon. An image line of opposite heat flow, at distance $2h$, keeps the silicon surface cold, so for $h\gg r_0$

$$\Delta T\approx\frac{I^2R}{2\pi kL}\ln\frac{2h}{r_0}\approx0.9\ \mathrm{mK}$$

with a rough $k=1.3\ \mathrm{W/(m\,K)}$. A constant offset cancels in the slope. For constant $k$, what remains is the growth of $\Delta T$ with $R$, a relative change of $\Delta T\,(dR/dT)/R\approx1.5\times10^{-6}$. A change of $k$ with temperature can add a term of similar size. Both are negligible.

### Reading the result for a real line

The dimensions are those of a narrow copper interconnect, and a resistivity about twice the bulk value is plausible at this width. The wall and grain parameters are rough and differ between processes. Real lines break the assumption of a temperature-independent residual resistivity, which moves the area by about $-2\%$ in the model of part (d), or $-5\%$ if diffuse walls dominate. Adding the changes for walls and grains, expansion on silicon with free sides, and the resistive liner gives about $-4$ to $-5\%$, or roughly $1900\ \mathrm{nm^2}$ if the given bulk slope is kept. The value of $2000\ \mathrm{nm^2}$ is thus the answer under Matthiessen's rule with fixed geometry, and for these parameters its modelled error is several per cent. The full set of values is in the numerical output.

## Calculated quantities

```
length: 100 um
dR/dT: 3.4 ohm/K
bulk resistivity slope: 6.8e-11 ohm m/K
AREA: 2000 nm^2 = 2.00e-15 m^2
chosen R at 300 K: 2000 ohm
bulk resistivity (rough): 1.70e-08 ohm m
line resistivity R A/L: 4.00e-08 ohm m
residual resistivity: 2.30e-08 ohm m
area if bulk resistivity is used: 850 nm^2
line (dR/dT)/R: 1.70e-03 1/K
bulk slope/resistivity: 4.00e-03 1/K
wavy line, mean area: 2000 nm^2
wavy line, harmonic mean: 1960 nm^2
wavy line, extracted: 1960 nm^2
section: 40 nm x 50 nm
electron density (rough): 8.5e+28 1/m^3
rho x mean free path: 6.57e-16 ohm m^2
bulk mean free path: 38.7 nm
boundary reflection (rough): 0.3
grain-boundary strength alpha: 0.414
wire/bulk conductivity, formula: 0.4314
wire/bulk conductivity, direct: 0.4315
model line resistivity: 3.94e-08 ohm m
slope factor, walls only: 0.947
slope factor, grains only: 1.015
slope factor, both: 0.983
area with model slope factor: 1965 nm^2
its change from 2000 nm^2: -1.7 %
expansion Cu, Si (rough): 1.7e-05, 2.6e-06 1/K
Poisson ratio Cu (rough): 0.34
expansion effect on dR/dT, free: -1.00 %
expansion effect on dR/dT, on Si: -2.42 %
liner: 2 nm, 2e-06 ohm m (rough)
liner/copper conductance: 0.28 %
liner effect on dR/dT: -0.56 %
Debye temperature (rough): 330 K
Bloch-Grueneisen slope 250 K: 6.54e-11 ohm m/K
Bloch-Grueneisen slope 300 K: 6.41e-11 ohm m/K
Bloch-Grueneisen slope 350 K: 6.33e-11 ohm m/K
Bloch-Grueneisen slope 400 K: 6.27e-11 ohm m/K
area with that slope at 300 K: 1886 nm^2
sensing current: 10 uA
current density: 0.50 MA/cm^2
oxide: 1.3 W/(m K), depth 500 nm (rough)
self-heating: 0.90 mK
```
